**Lateral capillary force and fin collapse near a 90° contact angle**

The program tests the force per unit length on a wall wetted on one face, $F=\gamma(\cos\alpha+2h\sin\alpha/g)$ with $\alpha=90°-\theta+\varphi$. Here $\gamma$ is the surface tension, $h$ the contact-line height, $g$ the gap there, $\theta$ the contact angle and $\varphi$ the inward lean of the wall. It asserts that this force agrees with virtual work at fixed liquid volume, for straight and bowed gaps, and that the assumed contact angle minimizes the surface energy. For two elastic silicon fins it asserts that the closing path agrees with a direct minimization of elastic plus surface energy, and that the liquid volume falls along the path. The output shows a one-sided force of 72 mN/m at 90° and 256 mN/m at 75°. The critical receding angle is 82.0°: fins receding at 75° close, while fins receding at 90° come free and relax. The last lines size neglected effects, of which a 1 nm change in fin thickness moves the critical angle most.

## Check in Python

```python
# RESULT UNDER TEST: a contact angle of 90 degrees does not remove the lateral
# capillary force on a wall. Per unit length, a wall wetted on one face feels
#   F = gamma*(cos(alpha) + 2*h*sin(alpha)/g),  alpha = pi/2 - theta + phi
# gamma: surface tension, h: contact-line height, g: gap width at that height,
# theta: actual contact angle (in the liquid), phi: inward lean of the wall,
# alpha: slope angle of the meniscus at the wall (positive = concave, suction).
# A pair of elastic fins with liquid between them closes if the receding angle
# is below a critical angle, the minimum of theta along the pinned closing path.
# Internal units: nm and N/m; then pressure and modulus are in GPa.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar

deg = np.pi / 180
gamma = 0.072                        # water near room temperature, rough
height, thick, gap0 = 100.0, 10.0, 20.0
bow = 4.0                            # extra gap width at mid-height
theta_rec, theta_adv = 75 * deg, 105 * deg
C11, C12, C44 = 166.0, 64.0, 80.0    # silicon, rough, GPa
temperature = 298.15


def cap_area(a, al):
    """Area between the chord and the circular meniscus, half-width a."""
    if abs(al) < 1e-4:
        return a * a * 2 * al / 3
    return a * a * (al - np.sin(al) * np.cos(al)) / np.sin(al)**2


def arc_length(a, al):
    return 2 * a / np.sinc(al / np.pi)


# ---------- force law against virtual work ----------
def gap_at(z, b):
    return gap0 + 4 * b * (z / height) * (1 - z / height)


def lean_at(z, b):
    return np.arctan(-2 * b * (1 - 2 * z / height) / height)


def force(theta, h, b=0.0):
    al = np.pi / 2 - theta + lean_at(h, b)
    return gamma * (np.cos(al) + 2 * h * np.sin(al) / gap_at(h, b))


def virtual_work(theta, h, b):
    """Minimize surface energy at fixed volume, then move the walls apart.
    The plane z=0 is a mirror plane, so no floor energy enters."""
    def gap_integral(z):
        u = z / height
        return gap0 * z + b * height * (2 * u**2 - 4 * u**3 / 3)

    def wall_length(z):
        return quad(lambda s: np.sqrt(1 + np.tan(lean_at(s, b))**2), 0, z)[0]

    al0 = np.pi / 2 - theta + lean_at(h, b)
    volume = gap_integral(h) - cap_area(gap_at(h, b) / 2, al0)

    def best(shift):
        def energy(z):
            a = (gap_at(z, b) + shift) / 2
            missing = gap_integral(z) + shift * z - volume
            al = brentq(lambda x: cap_area(a, x) - missing, -1.4, 1.4,
                        xtol=1e-13)
            return gamma * (arc_length(a, al)
                            - 2 * np.cos(theta) * wall_length(z))
        r = minimize_scalar(energy, bounds=(h - 1, h + 1), method='bounded',
                            options={'xatol': 1e-9})
        return r.fun, r.x
    step = 0.01
    return (best(step)[0] - best(-step)[0]) / (2 * step), best(0.0)[1]


def neutral_angle(h):
    return np.pi / 2 + np.arctan(gap0 / (2 * h))


cases = [(75 * deg, 100, 0), (90 * deg, 100, 0), (90 * deg, 40, 0),
         (90 * deg, 100, bow), (90 * deg, 25, bow), (105 * deg, 60, bow),
         (neutral_angle(100), 100, 0), (neutral_angle(50), 50, 0)]
worst_force = 0.0
for th, h, b in cases:
    f_work, z_best = virtual_work(th, h, b)
    assert abs(z_best - h) < 1e-3        # the angle rule gives the minimum
    worst_force = max(worst_force, abs(f_work - force(th, h, b)))
assert worst_force < 1e-5 * gamma * 10
for h in (100, 50):
    assert abs(virtual_work(neutral_angle(h), h, 0)[0]) < 1e-4 * gamma

# ---------- bending modulus of a fin along [110] standing along [001] -------
modulus = C11 - C12**2 / ((C11 + C12 + 2 * C44) / 2)
I3 = np.eye(3)
C = (C12 * np.einsum('ij,kl->ijkl', I3, I3)
     + C44 * (np.einsum('ik,jl->ijkl', I3, I3)
              + np.einsum('il,jk->ijkl', I3, I3)))
for a in range(3):
    C[a, a, a, a] += C11 - C12 - 2 * C44
s = np.sqrt(0.5)
R = np.array([[s, -s, 0], [s, s, 0], [0, 0, 1]])
Cr = np.einsum('ai,bj,ck,dl,ijkl->abcd', R, R, R, R, C)
assert abs(Cr[2, 2, 2, 2] - Cr[2, 2, 0, 0]**2 / Cr[0, 0, 0, 0]
           - modulus) < 1e-9
stiff = modulus * thick**3 / 12


# ---------- elastic fin pair, contact line at height h ----------
def bend(p, P, h, B, root=0.0):
    """Deflection and slope at height h; root = rotation per root moment."""
    M = p * h**2 / 2 + P * h
    return (p * h**4 / (8 * B) + P * h**3 / (3 * B) + root * M * h,
            p * h**3 / (6 * B) + P * h**2 / (2 * B) + root * M)


def liquid_area(p, P, h, al, g):
    bent = p * h**5 / (20 * stiff) + P * h**4 / (8 * stiff)
    return gap0 * h - 2 * bent - cap_area(g / 2, al)


def rim_state(w, B=stiff, gam=gamma, root=0.0):
    """Line pinned at the rims, each tip displaced inward by w."""
    g = gap0 - 2 * w

    def loads(al):
        return 2 * gam * np.sin(al) / g, gam * np.cos(al)
    al = brentq(lambda x: bend(*loads(x), height, B, root)[0] - w,
                -0.6, 1.2, xtol=1e-14)
    p, P = loads(al)
    return np.pi / 2 - al + bend(p, P, height, B, root)[1], al, p, P, g


def critical(**kw):
    r = minimize_scalar(lambda w: rim_state(w, **kw)[0],
                        bounds=(0.1 * gap0, 0.495 * gap0), method='bounded',
                        options={'xatol': 1e-8})
    return r.fun, r.x


theta_c, w_c = critical()
scan = np.linspace(0.1 * gap0, 0.495 * gap0, 300)
states = [rim_state(w) for w in scan]
angles = np.array([q[0] for q in states])
areas = np.array([liquid_area(q[2], q[3], height, q[1], q[4])
                  for q in states])
assert abs(angles.min() - theta_c) < 1e-3
assert np.all(np.diff(areas) < 0)        # evaporation drives the closing
assert angles.min() > theta_rec          # at 75 degrees the line stays pinned
assert angles.max() < theta_adv          # and it does not advance either

# independent road: minimize elastic plus surface energy at fixed liquid area
powers = np.arange(2, 7)
K = np.array([[i * (i - 1) * j * (j - 1) / (i + j - 3) for j in powers]
              for i in powers]) * stiff / height**3
G = np.array([np.ones(len(powers)), 1 / (powers + 1)])
KG = np.linalg.solve(K, G.T)
W = np.linalg.inv(G @ KG)
worst_w = worst_angle = 0.0
for w in (3.0, 4.0, 5.0, 6.0, 7.0, 8.0):
    th, al, p, P, g = rim_state(w)
    missing = gap0 * height - liquid_area(p, P, height, al, g)

    def tip_and_mean(x):
        mean = (missing - cap_area(gap0 / 2 - x[0], x[1])) / (2 * height)
        return np.array([x[0], mean])

    def total_energy(x):
        if x[0] >= 0.499 * gap0 or abs(x[1]) > 1.4:
            return 1e6
        q = tip_and_mean(x)
        return q @ W @ q + gamma * arc_length(gap0 / 2 - x[0], x[1])
    x = np.array([missing / (0.78 * height), 0.1])
    for _ in range(3):
        x = minimize(total_energy, x, method='Nelder-Mead',
                     options={'xatol': 1e-10, 'fatol': 1e-15,
                              'maxiter': 2000, 'maxfev': 4000}).x
    coef = KG @ (W @ tip_and_mean(x))
    th_energy = np.pi / 2 - x[1] + powers @ coef / height
    worst_w = max(worst_w, abs(x[0] - w))
    worst_angle = max(worst_angle, abs(th_energy - th) / deg)
assert worst_w < 1e-3 and worst_angle < 1e-2


# receding angle of 90 degrees: the line frees itself and the fins relax
def receding(theta, h):
    w = slope = 0.0
    for _ in range(500):
        al = np.pi / 2 - theta + slope
        p, P = 2 * gamma * np.sin(al) / (gap0 - 2 * w), gamma * np.cos(al)
        w, slope = bend(p, P, h, stiff)
    return (w + slope * (height - h),
            liquid_area(p, P, h, al, gap0 - 2 * w))


levels = np.linspace(5, height, 60)
relax = np.array([receding(np.pi / 2, h) for h in levels])
assert np.all(np.diff(relax[:, 0]) > 0) and np.all(np.diff(relax[:, 1]) > 0)
w_free = relax[-1, 0]
assert abs(rim_state(w_free)[0] - np.pi / 2) < 1e-8
assert w_free < w_c

# ---------- effects left out ----------
def overlap(u):
    return (1 - (u - 1)**3) / 3 - u * (1 - (u - 1)**2) / 2


log_integral = -2 * quad(lambda u: overlap(u) * np.log(u), 0, 2)[0]
root_rot = 18 * log_integral / (np.pi * modulus * thick**2)
theta_root = critical(root=root_rot)[0]
_, al_c, p_c, P_c, g_c = rim_state(w_c)
moment_c = p_c * height**2 / 2 + P_c * height
line_tip = gamma * height**3 / (3 * stiff)
stress_tip = gamma * thick * height**2 / (4 * stiff)
shear = 3 * stiff / (5 / 6 * C44 * thick * height**2)
axial = gamma * np.sin(al_c) * 4 * height**2 / (np.pi**2 * stiff)
vdw = 1e-19 / (6 * np.pi * (g_c * 1e-9)**3) / (p_c * 1e9)
p_rec = 2 * gamma * np.cos(theta_rec) / gap0
hydro = 1000 * sc.g * height * 1e-9 / (p_rec * 1e9)
rough = np.sqrt(sc.k * temperature / gamma) * 1e9

mN = 1000.0
h2 = 50.0
F90, F75 = force(np.pi / 2, height), force(theta_rec, height)
Ft, Fb = force(np.pi / 2, height, bow), force(np.pi / 2, 25.0, bow)
couple_tip = line_tip - gamma * h2**2 * (3 * height - h2) / (6 * stiff)
print(f"Surface tension: {gamma*mN:.1f} mN/m")
print(f"Fin height, thickness, gap: {height:.0f}, {thick:.0f}, {gap0:.0f} nm")
print(f"Silicon C11, C12, C44 (rough): {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"Bending modulus E': {modulus:.1f} GPa")
print(f"Bending stiffness B per length: {stiff:.0f} (N/m) nm^2")
print(f"Receding, advancing angle: {theta_rec/deg:.0f}, "
      f"{theta_adv/deg:.0f} deg")
print("-- rigid straight walls, level 100 nm unless stated")
print(f"One-sided force at 90 deg: {F90*mN:.1f} mN/m")
print(f"One-sided force at 75 deg: {F75*mN:.1f} mN/m")
print(f"Suction at 75 deg: {p_rec*1000:.3f} MPa")
for h in (100, 50, 20):
    print(f"Neutral angle at level {h} nm: {neutral_angle(h)/deg:.2f} deg")
print(f"Net force, both wet, 75 | 90 deg: {(F75-F90)*mN:.1f} mN/m")
print(f"Net force, both wet, 75 | 105 deg: "
      f"{(F75-force(theta_adv, height))*mN:.1f} mN/m")
print(f"Net force, both 90 deg, levels 100 | 50 nm: "
      f"{abs(F90-force(np.pi/2, h2))*mN:.1f} mN/m")
print(f"  its moment per length: {gamma*(height-h2):.2f} nN")
print(f"  its tip deflection: {couple_tip:.2f} nm")
print(f"-- gap bowed by {bow:.0f} nm at mid-height, 90 deg")
for h, f in ((height, Ft), (25.0, Fb)):
    lean = lean_at(h, bow)
    suction = 2 * gamma * np.sin(lean) / gap_at(h, bow) * 1000
    print(f"Level {h:.0f} nm: gap {gap_at(h, bow):.1f} nm, lean "
          f"{lean/deg:.2f} deg, suction {suction:.3f} MPa, "
          f"force {f*mN:.1f} mN/m")
print(f"Net force, both wet, levels 100 | 25 nm: {(Ft-Fb)*mN:.1f} mN/m")
print("-- elastic pair, outer gaps dry, line pinned at rims")
for w in (2.0, 3.0, 4.0, 5.0, 6.0, 7.0, 8.0, 9.0):
    th, al, p, P, g = rim_state(w)
    print(f"Tip shift {w:.0f} nm: gap {g:.0f} nm, suction {p*1000:.3f} MPa, "
          f"contact angle {th/deg:.2f} deg")
print(f"Critical receding angle: {theta_c/deg:.2f} deg")
print(f"  tip shift and gap there: {w_c:.2f}, {g_c:.2f} nm")
print(f"Receding at 90 deg: line frees at tip shift {w_free:.2f} nm")
print(f"  tip shift when level is 50 nm: {receding(np.pi/2, 50.)[0]:.2f} nm")
print(f"Receding at 75 deg: smallest angle on path exceeds it by "
      f"{(theta_c-theta_rec)/deg:.2f} deg, tips meet")
print("-- effects left out")
print(f"Critical angle with yielding fin root: {theta_root/deg:.2f} deg")
for tt in (9.0, 11.0):
    tc = critical(B=modulus * tt**3 / 12)[0]
    print(f"Critical angle for thickness {tt:.0f} nm: {tc/deg:.2f} deg")
print(f"Critical angle, warm rinse, 66 mN/m (rough): "
      f"{critical(gam=0.066)[0]/deg:.2f} deg")
print(f"Tip shift by surface-line pull alone: {line_tip:.2f} nm")
print(f"Tip shift by surface stress of size gamma: {stress_tip:.2f} nm")
print(f"Shear / bending deflection: {100*shear:.2f} %")
print(f"Axial load / buckling load: {100*axial:.2f} %")
print(f"Van der Waals / capillary pressure at critical gap "
      f"(Hamaker 1e-19 J, rough): {100*vdw:.2f} %")
print(f"Curvature change of gamma (length 0.1 nm, rough): "
      f"{100*2*0.1*p_rec/gamma:.2f} %")
print(f"Thermal meniscus roughness scale: {rough:.2f} nm")
print(f"Hydrostatic / capillary pressure: {hydro:.1e}")
print(f"Largest root strain at critical point: "
      f"{100*moment_c*thick/(2*stiff):.2f} %")
print(f"Force law vs virtual work, largest gap: {worst_force*mN:.1e} mN/m")
print(f"Closing path vs energy minimum: {worst_w:.1e} nm, "
      f"{worst_angle:.1e} deg")
print("ALL CHECKS PASSED")
```

Output:

```
Surface tension: 72.0 mN/m
Fin height, thickness, gap: 100, 10, 20 nm
Silicon C11, C12, C44 (rough): 166, 64, 80 GPa
Bending modulus E': 145.0 GPa
Bending stiffness B per length: 12083 (N/m) nm^2
Receding, advancing angle: 75, 105 deg
-- rigid straight walls, level 100 nm unless stated
One-sided force at 90 deg: 72.0 mN/m
One-sided force at 75 deg: 255.9 mN/m
Suction at 75 deg: 1.863 MPa
Neutral angle at level 100 nm: 95.71 deg
Neutral angle at level 50 nm: 101.31 deg
Neutral angle at level 20 nm: 116.57 deg
Net force, both wet, 75 | 90 deg: 183.9 mN/m
Net force, both wet, 75 | 105 deg: 372.7 mN/m
Net force, both 90 deg, levels 100 | 50 nm: 0.0 mN/m
  its moment per length: 3.60 nN
  its tip deflection: 1.37 nm
-- gap bowed by 4 nm at mid-height, 90 deg
Level 100 nm: gap 20.0 nm, lean 4.57 deg, suction 0.574 MPa, force 129.2 mN/m
Level 25 nm: gap 23.0 nm, lean -2.29 deg, suction -0.250 MPa, force 65.7 mN/m
Net force, both wet, levels 100 | 25 nm: 63.5 mN/m
-- elastic pair, outer gaps dry, line pinned at rims
Tip shift 2 nm: gap 16 nm, suction 0.013 MPa, contact angle 91.63 deg
Tip shift 3 nm: gap 14 nm, suction 0.989 MPa, contact angle 86.96 deg
Tip shift 4 nm: gap 12 nm, suction 1.973 MPa, contact angle 83.78 deg
Tip shift 5 nm: gap 10 nm, suction 2.954 MPa, contact angle 82.17 deg
Tip shift 6 nm: gap 8 nm, suction 3.926 MPa, contact angle 82.17 deg
Tip shift 7 nm: gap 6 nm, suction 4.887 MPa, contact angle 83.79 deg
Tip shift 8 nm: gap 4 nm, suction 5.838 MPa, contact angle 86.97 deg
Tip shift 9 nm: gap 2 nm, suction 6.788 MPa, contact angle 91.65 deg
Critical receding angle: 81.97 deg
  tip shift and gap there: 5.50, 9.00 nm
Receding at 90 deg: line frees at tip shift 2.32 nm
  tip shift when level is 50 nm: 0.63 nm
Receding at 75 deg: smallest angle on path exceeds it by 6.97 deg, tips meet
-- effects left out
Critical angle with yielding fin root: 84.71 deg
Critical angle for thickness 9 nm: 87.37 deg
Critical angle for thickness 11 nm: 75.11 deg
Critical angle, warm rinse, 66 mN/m (rough): 80.12 deg
Tip shift by surface-line pull alone: 1.99 nm
Tip shift by surface stress of size gamma: 0.15 nm
Shear / bending deflection: 0.54 %
Axial load / buckling load: 0.52 %
Van der Waals / capillary pressure at critical gap (Hamaker 1e-19 J, rough): 0.21 %
Curvature change of gamma (length 0.1 nm, rough): 0.52 %
Thermal meniscus roughness scale: 0.24 nm
Hydrostatic / capillary pressure: 5.3e-10
Largest root strain at critical point: 1.00 %
Force law vs virtual work, largest gap: 7.9e-05 mN/m
Closing path vs energy minimum: 4.8e-08 nm, 1.1e-05 deg
ALL CHECKS PASSED
```
